# Branch Points and Intruder States in a Two-State Perturbation Series: test program

```python
"""Two-state perturbation series: branch points and intruder classification.

H(z) = H0 + z V, H0 = diag(0, gap + gamma), V = [[0, delta], [delta, -gamma]].
gap   : difference of the diagonal elements of the full Hamiltonian (z = 1)
gamma : zero-order gap minus gap (lowering of the gap by the perturbation)
delta : coupling; gap0 = gap + gamma > 0 is the zero-order gap.
Result under test: branch points z = (gap + gamma)/(gamma +- 2 i delta).
The series at z = 1 converges if and only if |z| >= 1; a pair inside the
unit circle is a front-door (gamma > 0) or back-door (gamma < 0) intruder.
Energies are in hartree; z is dimensionless.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.optimize import minimize_scalar
from scipy.special import eval_legendre

mp.mp.dps = 50
ORDER = 200


def hamiltonian(z, gap, gamma, delta):
    h0 = np.diag([0.0, gap + gamma])
    v = np.array([[0.0, delta], [delta, -gamma]])
    return h0 + z * v


def rs_series(gap, gamma, delta, order=ORDER):
    """Rayleigh-Schroedinger energies by the order-by-order recursion."""
    gap, gamma, delta = mp.mpf(gap), mp.mpf(gamma), mp.mpf(delta)
    gap0 = gap + gamma
    c = [mp.mpf(0)]          # excited component, intermediate normalization
    e = [mp.mpf(0)]
    for n in range(1, order + 1):
        e.append(delta * c[n - 1])
        rhs = gamma * c[n - 1] - (delta if n == 1 else 0)
        rhs += sum((e[k] * c[n - k] for k in range(1, n)), mp.mpf(0))
        c.append(rhs / gap0)
    return e


def branch_point(gap, gamma, delta):
    return (gap + gamma) / (gamma - 2j * delta)


def grows(e):
    """Compare the largest terms in two windows of orders."""
    early = max(abs(x) for x in e[81:101])
    late = max(abs(x) for x in e[181:201])
    return late > early


def loop_exchanges(center, radius, params):
    """Follow one eigenvalue around a closed circle in the z plane."""
    start = np.linalg.eigvals(hamiltonian(center + radius, *params))
    current = start[0]
    for phi in np.linspace(0, 2 * np.pi, 1501)[1:]:
        z = center + radius * np.exp(1j * phi)
        vals = np.linalg.eigvals(hamiltonian(z, *params))
        current = vals[np.argmin(abs(vals - current))]
    return abs(current - start[1]) < abs(current - start[0])


# Symbolic test: discriminant of the characteristic polynomial
zs, es, gs, ys, ds = sp.symbols("z E gap gamma delta")
matrix = sp.Matrix([[0, zs * ds], [zs * ds, gs + ys - zs * ys]])
poly = sp.expand((matrix - es * sp.eye(2)).det())
disc = sp.discriminant(poly, es)
for sign in (1, -1):
    root = (gs + ys) / (ys + sign * 2 * sp.I * ds)
    assert sp.simplify(disc.subs(zs, root)) == 0

cases = {
    "FRONT": (0.1, 0.9, 0.3),
    "BACK": (2.2, -1.2, 0.1),
    "REGULAR": (1.5, -0.5, 0.2),
}
shift = 0.5
b_gap, b_gamma, b_delta = cases["BACK"]
cases["SHIFTED BACK"] = (b_gap, b_gamma + shift, b_delta)
expected = {"FRONT": "front-door intruder", "BACK": "back-door intruder",
            "REGULAR": "no intruder", "SHIFTED BACK": "no intruder"}

for name, params in cases.items():
    gap, gamma, delta = params
    gap0 = gap + gamma
    zb = branch_point(*params)
    rho, theta = abs(zb), np.angle(zb)

    # Defective matrix and exchange of the two energies
    h = hamiltonian(zb, *params)
    m = h - 0.5 * np.trace(h) * np.eye(2)
    assert np.linalg.norm(m @ m) < 1e-12 and np.linalg.norm(m) > 0.05
    assert loop_exchanges(zb, 0.5 * zb.imag, params)
    assert not loop_exchanges(zb.real, 2 * zb.imag, params)

    # Closest approach of the energies on the real axis
    def splitting(x):
        return np.ptp(np.linalg.eigvalsh(hamiltonian(x, *params)))
    best = minimize_scalar(splitting, bounds=(-5, 5), method="bounded",
                           options={"xatol": 1e-9})
    assert abs(best.x - zb.real) < 1e-5
    assert abs(best.fun - 2 * abs(delta) * rho) < 1e-9

    # Closed coefficients and their large-order form against the recursion
    e = rs_series(*params)
    x = np.cos(theta)
    for n in range(2, ORDER + 1):
        scaled = float(e[n] * mp.mpf(rho) ** n / gap0)
        diff = eval_legendre(n - 2, x) - eval_legendre(n, x)
        assert abs(scaled + 0.5 * diff / (2 * n - 1)) < 1e-11
        if n >= 150:
            envelope = 0.5 * np.sqrt(2 * np.sin(theta) / np.pi) / n**1.5
            wave = np.cos((n - 0.5) * theta + np.pi / 4)
            assert abs(scaled / envelope - wave) < 0.03
    assert abs(float(e[2]) + delta**2 / gap0) < 1e-13
    assert abs(float(e[3] / e[2]) - gamma / gap0) < 1e-12

    # Classification against the observed behaviour of the series
    kind = "no intruder"
    if rho < 1:
        kind = "front-door intruder" if zb.real > 0 else "back-door intruder"
    assert kind == expected[name]
    assert grows(e) == (rho < 1)
    exact = np.linalg.eigvalsh(hamiltonian(1.0, *params))[0]
    errors = {k: float(sum(e[:k + 1])) - exact for k in (5, 10, 20, 40, 80)}
    if rho > 1:
        assert abs(errors[80]) < 1e-10
    else:
        assert abs(errors[80]) > abs(errors[10])

    # First order at which the initial sign pattern is broken
    step = 1 if e[3] / e[2] > 0 else -1
    broken = next(n for n in range(4, ORDER + 1)
                  if e[n] * e[2] * step**n < 0)

    print(f"{name}: {kind}")
    print(f" gap, gamma, delta = {gap:.2f}, {gamma:.2f}, {delta:.2f} hartree")
    print(f" zero-order gap = {gap0:.3f} hartree")
    print(f" branch points = {zb.real:.5f} +- {zb.imag:.5f} i (no unit)")
    print(f" modulus = {rho:.5f}, angle = {np.degrees(theta):.2f} degrees")
    gap_minus = np.diff(np.diag(hamiltonian(-1.0, *params)))[0]
    print(f" diabatic gap at z=-1 = {gap_minus:.3f} hartree; gap product = "
          f"{gap * gap_minus:.4f}, 4 delta^2 = {4 * delta**2:.4f} hartree^2")
    print(f" smallest real-axis gap = {best.fun:.5f} hartree at z = {best.x:.5f}")
    print(" E2..E8 (hartree): " + " ".join(f"{float(v):.3e}" for v in e[2:9]))
    print(f" initial sign pattern first broken at order {broken}")
    print(f" exact ground energy = {exact:.8f} hartree")
    print(" sum minus exact (hartree): "
          + ", ".join(f"n={k}: {v:.2e}" for k, v in errors.items()))

# Random scan: product of diabatic gaps at z = +1 and z = -1
rng = np.random.default_rng(7)
tested = crossed = converged = 0
while tested < 40:
    gap0 = rng.uniform(0.3, 2.0)
    gamma = rng.uniform(-1.2, 1.2)
    delta = rng.uniform(0.15, 0.6)
    params = (gap0 - gamma, gamma, delta)
    if abs(abs(branch_point(*params)) - 1) < 0.08:
        continue             # too close to the boundary for 200 orders
    gaps = [np.diff(np.diag(hamiltonian(s, *params)))[0] for s in (1.0, -1.0)]
    predicted = gaps[0] * gaps[1] >= 4 * delta**2
    e = rs_series(*params)
    assert predicted == (not grows(e))
    if predicted:
        exact = np.linalg.eigvalsh(hamiltonian(1.0, *params))[0]
        assert abs(float(sum(e)) - exact) < 1e-7
        converged += 1
    if params[0] <= 0:
        assert grows(e)
        crossed += 1
    tested += 1
assert crossed > 0 and 0 < converged < tested
print(f"SCAN: {tested} models, {converged} convergent, "
      f"{crossed} with gap <= 0 (all divergent)")

# Series exactly on the circle of convergence
edge = (0.4, 0.6, 0.4)
e = rs_series(*edge)
exact = np.linalg.eigvalsh(hamiltonian(1.0, *edge))[0]
partial = np.cumsum([float(v) for v in e])
scaled_error = max(n**1.5 * abs(partial[n] - exact) for n in range(50, 201))
assert abs(abs(branch_point(*edge)) - 1) < 1e-12
assert scaled_error < 0.45
print(f"BOUNDARY: gap, gamma, delta = {edge[0]}, {edge[1]}, {edge[2]} hartree")
print(f" modulus = {abs(branch_point(*edge)):.5f}; error at order 200 = "
      f"{partial[200] - exact:.2e} hartree")
print(f" largest n^(3/2)*|error|, n=50..200: {scaled_error:.3f} hartree")

# Weak-coupling coefficients and the smallest curative level shift
weak = (0.6, 0.4, 1e-5)
e = rs_series(*weak, order=60)
for n in range(2, 13):
    leading = -weak[2]**2 * weak[1]**(n - 2)      # zero-order gap is one
    assert abs(float(e[n]) / leading - 1) < 1e-6
assert abs(float(sum(e)) / (-weak[2]**2 / weak[0]) - 1) < 1e-6
minimum_shift = (4 * b_delta**2 - b_gap**2) / (2 * b_gap) - b_gamma
for trial in (0.05, 0.20):
    series = rs_series(b_gap, b_gamma + trial, b_delta)
    assert grows(series) == (trial < minimum_shift)
print(f"LEVEL SHIFT: smallest for BACK = {minimum_shift:.5f} hartree; "
      f"used = {shift:.2f} hartree")
print("checks complete")
```

Running it gives:

```
FRONT: front-door intruder
 gap, gamma, delta = 0.10, 0.90, 0.30 hartree
 zero-order gap = 1.000 hartree
 branch points = 0.76923 +- 0.51282 i (no unit)
 modulus = 0.92450, angle = 33.69 degrees
 diabatic gap at z=-1 = 1.900 hartree; gap product = 0.1900, 4 delta^2 = 0.3600 hartree^2
 smallest real-axis gap = 0.55470 hartree at z = 0.76923
 E2..E8 (hartree): -9.000e-02 -8.100e-02 -6.480e-02 -4.374e-02 -2.114e-02 -6.561e-04 1.450e-02
 initial sign pattern first broken at order 8
 exact ground energy = -0.25413813 hartree
 sum minus exact (hartree): n=5: -2.54e-02, n=10: 1.17e-02, n=20: 3.91e-04, n=40: -3.29e-02, n=80: -2.86e-01
BACK: back-door intruder
 gap, gamma, delta = 2.20, -1.20, 0.10 hartree
 zero-order gap = 1.000 hartree
 branch points = -0.81081 +- 0.13514 i (no unit)
 modulus = 0.82199, angle = 170.54 degrees
 diabatic gap at z=-1 = -0.200 hartree; gap product = -0.4400, 4 delta^2 = 0.0400 hartree^2
 smallest real-axis gap = 0.16440 hartree at z = -0.81081
 E2..E8 (hartree): -1.000e-02 1.200e-02 -1.430e-02 1.692e-02 -1.987e-02 2.317e-02 -2.679e-02
 initial sign pattern first broken at order 24
 exact ground energy = -0.00453610 hartree
 sum minus exact (hartree): n=5: 9.16e-03, n=10: -1.85e-02, n=20: -2.54e-02, n=40: 3.62e-01, n=80: 9.58e+01
REGULAR: no intruder
 gap, gamma, delta = 1.50, -0.50, 0.20 hartree
 zero-order gap = 1.000 hartree
 branch points = -1.21951 +- 0.97561 i (no unit)
 modulus = 1.56174, angle = 141.34 degrees
 diabatic gap at z=-1 = 0.500 hartree; gap product = 0.7500, 4 delta^2 = 0.1600 hartree^2
 smallest real-axis gap = 0.62470 hartree at z = -1.21951
 E2..E8 (hartree): -4.000e-02 2.000e-02 -8.400e-03 2.600e-03 -2.280e-04 -4.300e-04 4.078e-04
 initial sign pattern first broken at order 7
 exact ground energy = -0.02620873 hartree
 sum minus exact (hartree): n=5: 4.09e-04, n=10: 8.15e-06, n=20: -4.88e-08, n=40: -8.48e-12, n=80: 3.47e-18
SHIFTED BACK: no intruder
 gap, gamma, delta = 2.20, -0.70, 0.10 hartree
 zero-order gap = 1.500 hartree
 branch points = -1.98113 +- 0.56604 i (no unit)
 modulus = 2.06041, angle = 164.05 degrees
 diabatic gap at z=-1 = 0.800 hartree; gap product = 1.7600, 4 delta^2 = 0.0400 hartree^2
 smallest real-axis gap = 0.41208 hartree at z = -1.98113
 E2..E8 (hartree): -6.667e-03 3.111e-03 -1.422e-03 6.360e-04 -2.777e-04 1.181e-04 -4.864e-05
 initial sign pattern first broken at order 15
 exact ground energy = -0.00453610 hartree
 sum minus exact (hartree): n=5: 1.94e-04, n=10: -1.93e-06, n=20: 5.93e-10, n=40: 9.54e-17, n=80: 0.00e+00
SCAN: 40 models, 18 convergent, 8 with gap <= 0 (all divergent)
BOUNDARY: gap, gamma, delta = 0.4, 0.6, 0.4 hartree
 modulus = 1.00000; error at order 200 = -1.09e-04 hartree
 largest n^(3/2)*|error|, n=50..200: 0.399 hartree
LEVEL SHIFT: smallest for BACK = 0.10909 hartree; used = 0.50 hartree
checks complete
```
